Perpendicular Strain of a Coherent Cubic Film on a (001) Surface, part 2

A substrate strains a cubic crystal film in its plane; how does the film's height respond? The axes x and y lie in the surface and z along the outward normal; on (001) all are cube axes. The free film has lattice parameter a_f, the substrate offers the in-plane spacing a_s, and a⊥ is the film's lattice parameter along the normal. Extensions are positive:

ε∥ = (a_s − a_f)/a_f

ε⊥ = (a⊥ − a_f)/a_f

The film has thickness h. It is coherent when its in-plane spacing equals a_s, without interface dislocations; ε∥ is then the misfit. The elastic energy per volume is

u = (C₁₁/2)(ε_xx² + ε_yy² + ε_zz²) + C₁₂(ε_xx ε_yy + ε_yy ε_zz + ε_zz ε_xx) + 2C₄₄(ε_xy² + ε_yz² + ε_xz²)

The linear law σ_zz = C₁₁ε_zz + C₁₂(ε_xx + ε_yy) and the free top surface, which makes σ_zz = 0, give on (001), with r = 2C₁₂/C₁₁,

ε⊥ = −rε∥, σ_xx = Mε∥, M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁

The stored energy per volume is Mε∥², and Poisson's ratio along a cube axis is ν = C₁₂/(C₁₁ + C₁₂). On (111),

ε⊥/ε∥ = −(2C₁₁ + 4C₁₂ − 4C₄₄)/(C₁₁ + 2C₁₂ + 4C₄₄)

For C₁₁, C₁₂ and C₄₄ of 100, 60 and 80 GPa, the ratio is −1.200 on (001) and −0.222 on (111). Elastic isotropy means 2C₄₄ = C₁₁ − C₁₂.

The argument's first step was that, far from the edges of a wide film, the in-plane strain is ε∥ at every depth. The few layers next to a real surface may take other spacings.

A check used an fcc crystal with Morse pair forces: C₁₂/C₁₁ = 0.69663, and both the formula and the relaxed height gave ε⊥/ε∥ = −1.39326.

The questioner now asks for a film that somebody would use.

**A.** Take yttrium iron garnet, YIG, a magnetic oxide used in microwave devices, on a (001) garnet substrate. I use rounded, rough stiffnesses: C₁₁ = 270 GPa, C₁₂ = 110 GPa and C₄₄ = 76 GPa. For the arithmetic I set a_f = 1.238 nm; the real material has about 1.2 nm. The misfit is a round ε∥ = 6.0 × 10⁻⁴, so a_s = 1.238 nm × 1.0006 = 1.23874 nm. The film is 200 nm thick. Then

r = 2 × 110/270 = 0.8148

ε⊥ = −0.8148 × 6.0 × 10⁻⁴ = −4.89 × 10⁻⁴

a⊥ = 1.238 nm × (1 − 0.000489) = 1.23739 nm

M = 270 + 110 − 2 × 110²/270 = 290.4 GPa

σ_xx = 290.4 GPa × 6.0 × 10⁻⁴ = 174 MPa

The extra decimals in the lattice parameters serve to show their small differences. They do not mean that the material is known so well.

**Q.** A change of half a part in a thousand sounds invisible.

**A.** X-ray diffraction can show it. The (008) planes are a/8 apart, where a is the lattice parameter along the normal. Bragg's law for wavelength λ is 2(a/8) sin θ = λ. Since the product a sin θ is fixed, a small change δa obeys δa/a = −δθ/tan θ, so

δ(2θ) = −2 tan θ (δa/a)

From substrate to film the lattice parameter changes by

a⊥ − a_s = a_f(ε⊥ − ε∥) = −a_f(1 + r)ε∥

To first order in the misfit, the film peak therefore lies at a higher angle by

Δ(2θ) = 2(1 + r)ε∥ tan θ

With λ set to 0.154 nm, near the 0.15 nm of a copper X-ray tube, the substrate peak lies at 2θ = 59.640°. The formula gives a separation of 0.0715°, and Bragg's law applied to both spacings gives 0.0716°. Adding the waves scattered by all planes of the 200 nm film gives a peak with a full width at half maximum of 0.045°. The separation is larger than this width, though instrumental broadening and overlap with the substrate peak would still have to be treated. A copper tube also emits two close lines, Kα₁ and Kα₂, whose peaks here lie about 0.16° apart, more than twice the separation sought, so the beam must be filtered to a single line.

**Q.** Then I can read the misfit directly from the peak separation.

**A.** Not directly. The waves from film and substrate interfere, which can shift the film maximum by about a tenth of the separation in this example, so a⊥ should first be found by fitting the whole diffraction pattern. Then divide (a_s − a⊥)/a_f by 1 + r. The relative difference in perpendicular lattice parameter between film and substrate is 1.81 times the misfit here, because the film is both short of the substrate spacing to begin with and squeezed further by the in-plane stretch. To recover the relaxed lattice parameter, write the strain relation with lattice parameters:

a⊥ − a_f = −r(a_s − a_f)

a⊥ + ra_s = (1 + r)a_f

a_f = (a⊥ + ra_s)/(1 + r)

This was tested on the Morse crystal of Part 1. From its relaxed height at an in-plane strain of 10⁻⁴, the formula returned the unstrained lattice parameter with a relative error below 10⁻⁶.

**Q.** You assume that the film stays coherent. Why does it not make dislocations and relax?

**A.** If it is thick enough, it can lower its energy in that way. Here is an estimate of the thickness. Let two crossed arrays of edge dislocations take up a part δ of the misfit. Each dislocation shifts the film by a length b, so the lines in each array are b/δ apart, and the two arrays have a line length 2δ/b per area. The energy per area is

W = M(ε∥ − δ)²h + (2δ/b) K[ln(h/b) + 1]

The logarithm arises because the strain around a dislocation falls off inversely with distance. For a screw dislocation the shear at distance ρ is b/(2πρ). With shear modulus G, the energy per length is

∫ (G/2)[b/(2πρ)]² 2πρ dρ = (Gb²/4π) ∫ dρ/ρ

I take the corresponding factor for an edge dislocation from isotropic elasticity without deriving it: K = Gb²/[4π(1 − ν)]. The outer distance is set to h and the inner one to b, and the added 1 is an assumed allowance for the core.

The second derivative of W with respect to δ is 2Mh, which is positive. Relaxation therefore begins to pay when the slope at δ = 0 changes sign:

−2Mε∥h + (2/b)K[ln(h/b) + 1] = 0

h_c = K[ln(h_c/b) + 1]/(Mε∥b)

With G = C₄₄, ν = 0.29 and b = a_f, the solution is h_c ≈ 410 nm. The 200 nm film is below it by a factor of about two. The core term, the choice of b and the use of isotropic elasticity make this a rough guide. A film may also remain coherent above h_c if dislocations are slow to form. A brittle film in tension, as this one is, can also relax by cracking once it is thick enough, which this estimate does not cover.

**Q.** And if some do form, is your strain ratio lost?

**A.** The misfit is no longer the in-plane strain, but the ratio holds between average elastic strains. Vertical force balance makes the average of σ_zz over any horizontal plane zero. Averaging the linear law σ_zz = C₁₁ε_zz + C₁₂(ε_xx + ε_yy) over the film then gives the same relation between the averages. This leaves aside the dislocation cores, where the linear law fails. In practice one measures the film's own in-plane spacing and uses it in place of a_s.

**Q.** Such films are grown or crystallized hot. At growth the misfit must have been different, so which one counts?

**A.** The one at the temperature of use, provided that the film has stayed coherent and elastic. Its strain depends on the present spacings and not on the path by which they were reached. Let α_f and α_s be the thermal expansion coefficients of film and substrate, and ΔT the temperature above 300 K. To first order,

ε∥(T) = ε∥(300 K) + (α_s − α_f)ΔT

Take rough values α_f = 10 ppm/K and α_s = 9 ppm/K. At 1000 K the misfit is about −1.0 × 10⁻⁴: the film is then slightly compressed, and it passes into tension as it cools. At 400 K, a warm device, the misfit is 5.0 × 10⁻⁴, which is 17% below its value at 300 K. The perpendicular strain falls in the same proportion if the elastic constants are held fixed.

Had dislocations formed at the growth temperature, the cooled film would not have the in-plane strain calculated here. With the same elastic constants, the small misfit at 1000 K makes that less favourable than at 300 K.

**Q.** The elastic law is linear. At what point does that fail?

**A.** The next terms can be sized. For finite strain, use p = ε∥ + ε∥²/2 in the plane and q = ε⊥ + ε⊥²/2 along the normal, and add cubic terms to the energy. For normal strains η₁, η₂, η₃ these are

(C₁₁₁/6)Σηᵢ³ + (C₁₁₂/2)Σηᵢ²ηⱼ + C₁₂₃η₁η₂η₃

where the second sum runs over i ≠ j. Differentiate the whole energy with respect to η₃, then set η₁ = η₂ = p and η₃ = q. The free surface requires

C₁₁q + 2C₁₂p + C₁₁₁q²/2 + C₁₁₂(p² + 2pq) + C₁₂₃p² = 0

In the small terms q may be replaced by −rp. I do not know the third-order constants of YIG well enough to quote them, so I assume −10, −3 and −1 times C₁₁. Divided by C₁₁p², the second-order terms then add up to

−5r² − 3(1 − 2r) − 1 = −2.43, so q = −rp + 2.43p²

Returning to ordinary strains, p adds −rε∥²/2 and the conversion of q adds −r²ε∥²/2:

ε⊥ = −rε∥ + (2.43 − 0.41 − 0.33)ε∥² = −rε∥ + 1.69ε∥²

At our misfit this makes the perpendicular strain 0.12% smaller in magnitude. With the same assumed constants the relative correction grows in proportion to the misfit, so a misfit of 1% would bring about 2%.

**Q.** YIG is magnetic. Does it not change shape when magnetized?

**A.** Slightly. Magnetized along the in-plane cube axis x, a free crystal would take strains λ along x and −λ/2 along y and z, with λ roughly −1.4 × 10⁻⁶. The substrate prevents the in-plane part. Let s be the extra perpendicular strain. Stress comes from the difference between actual and free strain:

C₁₁(s + λ/2) + C₁₂(−λ + λ/2) = 0

s = −(λ/2)(1 − C₁₂/C₁₁) = 4.1 × 10⁻⁷

This is 0.085% of the size of ε⊥. For magnetization along the normal the same steps give s = λ(1 − C₁₂/C₁₁), twice as large and of opposite sign, or 0.17%.

**Q.** The substrate is not infinitely thick either.

**A.** Let its thickness be H = 0.5 mm and its biaxial modulus equal to the film's. The film compresses it by a mean strain ε₀ and bends it, adding a strain β at its top and −β at its bottom. Integrating the square of this linear strain over the thickness gives the energy per area, divided by M:

Hε₀² + Hβ²/3 + h(ε∥ + ε₀ + β)²

Let S = ε∥ + ε₀ + β be the strain left in the film. Setting the derivatives with respect to ε₀ and β to zero gives ε₀ = −hS/H and β = −3hS/H. For h much smaller than H, S is close to ε∥, and the substrate takes up a fraction

4h/H = 4 × 200 nm/500 000 nm = 0.16%

of the misfit.

**Q.** So your errors are all tenths of a percent. That is suspiciously good.

**A.** Those are errors of the mechanical model for the interior of the film. A strain inferred from the total thickness would also contain the shift of the surface layers, which need not be so small. Even for the interior, the inputs are worse, and they act in two ways. Some change the misfit. If a_f is larger by 0.0001 nm with a_s held fixed, the misfit falls by 13.5%, because it is a small difference between two large lengths. Others change the ratio. If C₁₂ is larger by 5 GPa with C₁₁ held fixed, the ratio goes from −0.815 to −0.852. A surface tilted by 1° from (001) changes the strain along the surface normal by about 0.004%, so little because these constants are nearly isotropic. The strain along the tilted cube axis, which the (008) peak measures, changes by about 0.07%. Tilts to opposite sides are equivalent by the half-turn about z, so the change starts only with the square of the small angle.

**Q.** How does the example compare with real YIG films?

**A.** One substrate for YIG is gadolinium gallium garnet, and the chosen misfit has about the size expected for the two bulk crystals. The stiffnesses and lattice parameter are also of the right size. Two assumptions can fail. YIG films are also grown on (111) substrates, for which the formula above gives −0.851, or 4.5% more perpendicular strain at the same misfit. Sputtered and laser-deposited films can also differ in composition from the bulk crystal, and so have another a_f. Each 0.0001 nm then moves the misfit, and with it the perpendicular strain, by about 13%. For such a film one should measure both a⊥ and the in-plane spacing and calculate a_f, instead of taking a_f from the bulk. The calculation needs the value of r = −ε⊥/ε∥ for the film's own orientation, and it assumes that the film would be cubic if it were free.

**Q.** And if I etch the film into narrow strips?

**A.** Then the first step of the argument may fail. No force acts on a side wall whose normal is along x, so σ_xx must fall to zero there and the film relaxes sideways. Both in-plane strains are then close to the misfit only in the middle of a structure that is wide compared with its thickness in both directions, and it must be very wide. Each edge presses on the substrate with the force σ_xx h per length, and the strain from such a line force falls off only inversely with distance. For a long strip of width w on a substrate of equal stiffness, the strain across the strip falls short of the misfit at the centre by a fraction of about 3.5h/w: some 40% for w = 10h and still about 4% for w = 100h.

If the walls are vertical and free, force balance still makes the average of σ_zz over any horizontal plane zero. As in the film with dislocations, the average strains therefore obey

average ε_zz = −(C₁₂/C₁₁)(average ε_xx + average ε_yy)

In a long strip the two in-plane averages differ, so both are needed. In a nanowire standing on the surface, as tall as it is wide or taller, much of the misfit strain is lost, and the height can no longer be found from the misfit by the wide-film formula. The numerical output collects the values used here.

Values computed for the example and the checks

```
Morse crystal C12/C11: 0.69663
Morse ratio from relaxed height: -1.39326
Morse ratio from -2C12/C11: -1.39326
YIG rough C11, C12, C44: 270, 110, 76 GPa
Relaxed film lattice parameter: 1.23800 nm
Substrate lattice parameter: 1.23874 nm
In-plane strain: 6.000e-04
Strain ratio on (001): -0.8148
Perpendicular strain: -4.889e-04
Perpendicular lattice parameter: 1.23739 nm
Relative volume change: 7.109e-04
Poisson ratio along cube axis: 0.2895
Biaxial modulus M: 290.4 GPa
In-plane film stress: 174.2 MPa
X-ray wavelength: 0.154 nm
Substrate (008) 2theta: 59.640 deg
Film (008) 2theta: 59.712 deg
Peak separation in 2theta: 0.0716 deg
Separation from linear formula: 0.0715 deg
Film peak full width at half maximum: 0.0451 deg
YIG strain ratio on (111): -0.8514
Anisotropic model C11, C12, C44: 100, 60, 80 GPa
Anisotropic model ratio on (001): -1.2000
Anisotropic model ratio on (111): -0.2222
Film thickness: 200 nm
Substrate thickness: 0.5 mm
Dislocation Burgers length: 1.238 nm
Estimated critical thickness: 412 nm
Film thermal expansion: 10 ppm/K
Substrate thermal expansion: 9 ppm/K
Misfit at room, 300 K: 6.000e-04
Misfit at growth, 1000 K: -9.555e-05
Misfit at warm use, 400 K: 5.000e-04
Assumed C111/C11, C112/C11, C123/C11: -10, -3, -1
Nonlinear change of perpendicular strain: -0.124 %
Magnetostriction constant lambda100: -1.4e-06
Magnetostrictive perpendicular strain: 4.15e-07
Its size relative to perpendicular strain: 0.085 %
Misfit taken up by substrate: 0.160 %
Ratio change for 1 deg miscut: 0.00423 %
Lattice-parameter error tried: 0.0001 nm
Resulting misfit change: -13.5 %
C12 error tried: 5 GPa
Strain ratio with that C12 error: -0.8519
```
